# Forces and stress in an insulator at fixed field or fixed displacement, part 2

The problem is to find the forces and stress of an insulating crystal in a macroscopic field \(\mathbf E\), in Gaussian units with \(e>0\). The cell has lattice vectors \(\mathbf a_i\), duals \(\mathbf b_i\) with \(\mathbf b_i\cdot\mathbf a_j=\delta_{ij}\) and \(\sum_i a_{i\mu}b_{i\nu}=\delta_{\mu\nu}\), metric \(g_{ij}=\mathbf a_i\cdot\mathbf a_j\) and volume \(\Omega\). Repeated Greek (Cartesian) indices are summed. The strain is \(a_{i\mu}\to a_{i\mu}+\eta_{\mu\nu}a_{i\nu}\), and \(\sigma_{\mu\nu}=\Omega^{-1}\partial W/\partial\eta_{\mu\nu}\), with \(W\) the energy per cell. The vacuum part is

\[ \sigma^{\rm M}_{\mu\nu}=\frac{2E_\mu E_\nu-\delta_{\mu\nu}E^2}{8\pi}. \]

With polarization \(\mathbf P\) and displacement \(\mathbf D=\mathbf E+4\pi\mathbf P\), the reduced variables are

\[ \bar\varepsilon_i=\mathbf a_i\cdot\mathbf E,\qquad p_i=\Omega\,\mathbf b_i\cdot\mathbf P,\qquad d_i=\frac{\Omega}{4\pi}\,\mathbf b_i\cdot\mathbf D, \]

so that \(\mathbf E=\sum_i\bar\varepsilon_i\mathbf b_i\). Fixed \(d\) means open circuit, fixed \(\bar\varepsilon\) an attached battery.

Ion \(\kappa\) has charge \(Z_\kappa e\) and position \(\mathbf R_\kappa=\sum_i\tau_{\kappa i}\mathbf a_i\). The doubly occupied orbitals have plane-wave coefficients \(c_{n\mathbf k}(\mathbf G)\) on a mesh with steps \(\boldsymbol\Delta_i=2\pi\mathbf b_i/N_i\). The phases of the overlaps between neighbouring mesh points give the sum \(s_i\) of the reduced Wannier centres, and \(p_i=e\sum_\kappa Z_\kappa\tau_{\kappa i}-2e\,s_i\). At fixed \(\tau\) and \(c\), \(\partial p_i/\partial\eta_{\mu\nu}=0\). A change of branch shifts \(p_i\) and \(d_i\) together by \(n_ie\), with integer \(n_i\).

With \(E_0[c,\tau,\mathbf a]\) the ordinary periodic energy functional, the potentials are

\[ U=E_0+\frac{\Omega}{8\pi}|\mathbf D-4\pi\mathbf P|^2=E_0+\frac{2\pi}{\Omega}\sum_{ij}g_{ij}(d_i-p_i)(d_j-p_j) \]

and \(F=U-\sum_i\bar\varepsilon_id_i\), or

\[ F=E_0-\sum_i\bar\varepsilon_ip_i-\frac{\Omega E^2}{8\pi}, \]

with \(\partial U/\partial d_i=\bar\varepsilon_i\), \(\partial F/\partial\bar\varepsilon_i=-d_i\) and \(\partial U/\partial p_i=\partial F/\partial p_i=-\bar\varepsilon_i\). Both are stationary when \(\delta E_0-\sum_i\bar\varepsilon_i\,\delta p_i=0\) for variations that keep the orbitals orthonormal. The stationary polarized state is assumed to exist, and the overlaps to carry no augmentation charges.

Now let \(\lambda\) be any structural parameter, a displacement or a strain. The total derivative of the stationary \(U\) at fixed \(d\) has an implicit part, through the change of \(c\), and an explicit part at fixed \(c\). The orthonormality conditions \(\sum_{\mathbf G}c^*_nc_m=\delta_{nm}\) contain no structural parameter, so the change of \(c\) is an allowed variation and the implicit part vanishes by stationarity. The same holds for \(F\) at fixed \(\bar\varepsilon\). With all partial derivatives at fixed \(c\),

\[ \frac{dU}{d\lambda}\Big|_{d}=\frac{\partial E_0}{\partial\lambda}-\sum_i\bar\varepsilon_i\frac{\partial p_i}{\partial\lambda}+\frac{\partial}{\partial\lambda}\Big[\frac{\Omega E^2}{8\pi}\Big]_{d-p},\qquad \frac{dF}{d\lambda}\Big|_{\bar\varepsilon}=\frac{\partial E_0}{\partial\lambda}-\sum_i\bar\varepsilon_i\frac{\partial p_i}{\partial\lambda}-\frac{\partial}{\partial\lambda}\Big[\frac{\Omega E^2}{8\pi}\Big]_{\bar\varepsilon}. \]

The last terms act on the lattice alone, through \(g\), \(\mathbf b\) and \(\Omega\). That the two total derivatives are equal in the same physical state follows from the Legendre structure without evaluating them. Along a path at fixed \(d\), \(U=F(\bar\varepsilon(\lambda),\lambda)+\sum_i\bar\varepsilon_i(\lambda)d_i\), so \(dU/d\lambda=\partial F/\partial\lambda+\sum_i(\partial F/\partial\bar\varepsilon_i+d_i)\,d\bar\varepsilon_i/d\lambda\), and the bracket is zero. The same lines, with the sum restricted to some of the indices, show that a potential transformed in those indices alone, such as \(F+\bar\varepsilon_1d_1\) at fixed \(d_1,\bar\varepsilon_2,\bar\varepsilon_3\) for the open-circuit slab, has the same first derivatives.

For the force take \(\lambda=R_{\kappa\mu}\) at fixed cell. The last terms vanish. From \(\tau_{\kappa i}=\mathbf b_i\cdot\mathbf R_\kappa\) follows \(\partial p_i/\partial R_{\kappa\mu}=eZ_\kappa b_{i\mu}\), and \(\sum_i\bar\varepsilon_ib_{i\mu}=E_\mu\). With \(\mathbf f^0_\kappa=-\partial E_0/\partial\mathbf R_\kappa\), the usual Hellmann–Feynman expression evaluated with the field-polarized orbitals,

\[ \mathbf f_\kappa=\mathbf f^0_\kappa+Z_\kappa e\,\mathbf E \]

in both ensembles. The charge in the explicit term is the bare ionic charge; the screening by the electrons is inside \(\mathbf f^0_\kappa\), through the distorted density. A sum rule shows this. Move all ions by \(\mathbf t\) and multiply each coefficient by \(e^{-i(\mathbf k+\mathbf G)\cdot\mathbf t}\), which translates the orbitals and stays within the basis. Then \(E_0\) is unchanged, each overlap element gains \(e^{-i\boldsymbol\Delta_i\cdot\mathbf t}\), each Wannier centre moves by \(\mathbf b_i\cdot\mathbf t\), and \(p_i\) changes by \(e(\sum_\kappa Z_\kappa-N_e)\mathbf b_i\cdot\mathbf t=0\) for a neutral cell with \(N_e\) electrons. The stationary energy is thus unchanged, \(\sum_\kappa\mathbf f_\kappa=0\), and \(\sum_\kappa\mathbf f^0_\kappa=-N_ee\mathbf E\): the force of the field on the electrons is handed on to the ions.

For the stress take \(\lambda=\eta_{\mu\nu}\) at fixed \(\tau\). Three geometric derivatives are needed. From \(\delta a_{i\mu}=\eta_{\mu\nu}a_{i\nu}\) follows \(\partial g_{ij}/\partial\eta_{\mu\nu}=a_{i\nu}a_{j\mu}+a_{i\mu}a_{j\nu}\). From \(\det(1+\eta)=1+{\rm tr}\,\eta+\dots\) follows \(\partial\Omega/\partial\eta_{\mu\nu}=\Omega\,\delta_{\mu\nu}\). From \(\delta(\mathbf b_i\cdot\mathbf a_j)=(\delta b_{i\nu}+b_{i\mu}\eta_{\mu\nu})a_{j\nu}=0\) for all \(j\) follows \(\delta b_{i\nu}=-b_{i\mu}\eta_{\mu\nu}\). The middle term vanishes because \(\partial p/\partial\eta=0\). For \(U\), put \(\mathbf Q=\sum_i(d_i-p_i)\mathbf a_i=\Omega\mathbf E/4\pi\); the derivative of the metric gives \(2Q_\mu Q_\nu\) and that of \(1/\Omega\) gives \(-\delta_{\mu\nu}/\Omega\), so

\[ \frac{2\pi}{\Omega}\left(2Q_\mu Q_\nu-\delta_{\mu\nu}Q^2\right)=\frac{2\pi}{\Omega}\frac{\Omega^2}{16\pi^2}\left(2E_\mu E_\nu-\delta_{\mu\nu}E^2\right)=\Omega\,\sigma^{\rm M}_{\mu\nu}. \]

For \(F\), fixed \(\bar\varepsilon\) makes the field change like the dual vectors, \(\delta E_\nu=-E_\mu\eta_{\mu\nu}\), so \(\partial E^2/\partial\eta_{\mu\nu}=-2E_\mu E_\nu\), and \(-(\Omega/8\pi)(\delta_{\mu\nu}E^2-2E_\mu E_\nu)=\Omega\sigma^{\rm M}_{\mu\nu}\) again. With \(\sigma^0_{\mu\nu}=\Omega^{-1}\partial E_0/\partial\eta_{\mu\nu}\), the zero-field stress expression evaluated with polarized orbitals and symmetric because \(E_0\) is invariant under rotation,

\[ \sigma_{\mu\nu}=\sigma^0_{\mu\nu}+\frac{2E_\mu E_\nu-\delta_{\mu\nu}E^2}{8\pi}. \]

No term of the type \(E_\mu P_\nu\) survives, and nothing in the result depends on the branch. If the basis moves with the atoms, or the overlaps carry augmentation charges, \(p_i\) acquires a further explicit dependence on structure, and the orthonormality conditions depend on structure as well. Force and stress then contain additional terms from both sources, the second of which is present even at zero field; that case lies outside the assumptions made here.

## Other constraints, curvatures and a model crystal

The symbols carried over are the lattice vectors \(\mathbf a_i\), their duals \(\mathbf b_i\) with \(\mathbf b_i\cdot\mathbf a_j=\delta_{ij}\), the volume \(\Omega\), the strain \(\delta a_{i\mu}=\eta_{\mu\nu}a_{i\nu}\) with \(\delta b_{i\nu}=-b_{i\mu}\eta_{\mu\nu}\) and \(\delta\Omega=\Omega\,{\rm tr}\,\eta\), the voltage per cell \(\bar\varepsilon_i=\mathbf a_i\cdot\mathbf E\), and the charges \(p_i=\Omega\mathbf b_i\cdot\mathbf P\) and \(d_i=\Omega\mathbf b_i\cdot\mathbf D/4\pi\), which shift together by \(n_ie\) under a change of branch. The potentials \(U(d)=E_0+\Omega E^2/8\pi\) and \(F(\bar\varepsilon)=U-\sum_i\bar\varepsilon_id_i\) obey \(\partial U/\partial d_i=\bar\varepsilon_i\) and \(\partial F/\partial\bar\varepsilon_i=-d_i\), and both give \(\mathbf f_\kappa=\mathbf f^0_\kappa+Z_\kappa e\mathbf E\) and \(\sigma=\sigma^0+\sigma^{\rm M}\) with \(\sigma^{\rm M}_{\mu\nu}=(2E_\mu E_\nu-\delta_{\mu\nu}E^2)/8\pi\).

The meaning of \(\sigma^{\rm M}\) is plain in an empty orthorhombic cell of face area \(A\) and height \(c\), with \(E_0=0\), \(p=0\) and \(d_3=q\). Then \(U=(2\pi/Ac)\,c^2q^2=2\pi q^2c/A\), and \(\sigma_{zz}=U/Ac=2\pi(q/A)^2\). This is the attraction per area of two plates with surface charge \(\pm q/A\), each sitting in the field \(2\pi q/A\) of the other. For \(q=0.02\,e\), \(A=36\) bohr\(^2\) it is \(2\pi(0.02/36)^2=1.939\times10^{-6}\) Ha/bohr\(^3\), and the numerical check obtains the same value by integrating Coulomb's law over a plate. Thus \(\sigma\) is the load that must be applied from outside to crystal and electrodes together. If the term \(-\Omega E^2/8\pi\) is left out of \(F\), the orbital equation and the forces are untouched, since that term depends on neither the orbital coefficients nor the reduced positions \(\tau\), and the stress at fixed \(\bar\varepsilon\) is \(\sigma^0\) alone; this amounts to subtracting an empty capacitor that deforms with the cell.

Suppose now that the Cartesian field is held fixed while the cell is strained. The voltages then change, \(\partial\bar\varepsilon_i/\partial\eta_{\mu\nu}=E_\mu a_{i\nu}\), and the chain rule adds \(\sum_i(-d_i)E_\mu a_{i\nu}=-(\Omega/4\pi)E_\mu D_\nu\), by \(\sum_id_i\mathbf a_i=\Omega\mathbf D/4\pi\). If instead the Cartesian displacement is held fixed, the charges change, \(\partial d_i/\partial\eta_{\mu\nu}=\delta_{\mu\nu}d_i-(\Omega/4\pi)b_{i\mu}D_\nu\), from the volume and from the dual vector. Multiplying by \(\bar\varepsilon_i\) and summing, with \(\sum_i\bar\varepsilon_ib_{i\mu}=E_\mu\) and \(\sum_i\bar\varepsilon_id_i=\mathbf E\cdot\sum_id_i\mathbf a_i=\Omega\,\mathbf E\cdot\mathbf D/4\pi\), gives the second result:

\[ \frac1\Omega\frac{\partial F}{\partial\eta_{\mu\nu}}\Big|_{\mathbf E}=\sigma_{\mu\nu}-\frac{E_\mu D_\nu}{4\pi},\qquad \frac1\Omega\frac{\partial U}{\partial\eta_{\mu\nu}}\Big|_{\mathbf D}=\sigma_{\mu\nu}+\frac{\delta_{\mu\nu}\,\mathbf E\cdot\mathbf D-E_\mu D_\nu}{4\pi}. \]

The extra terms are the work of moving charge through the external circuit, or of changing the battery voltage, so as to keep the Cartesian vector constant. The two tensors differ from each other by \(\delta_{\mu\nu}\mathbf E\cdot\mathbf D/4\pi\), so the equality of first derivatives between the ensembles is lost. Calling either tensor \(t_{\mu\nu}\), the antisymmetric part is \(t_{\mu\nu}-t_{\nu\mu}=-(E_\mu D_\nu-E_\nu D_\mu)/4\pi=-(E_\mu P_\nu-E_\nu P_\mu)\), because the part \(\mathbf E\) of \(\mathbf D\) cancels; for \(\mu\nu=xy\) it is \(-(\mathbf E\times\mathbf P)_z\), the torque density on a dipole density in a field fixed in the laboratory. A change of branch adds \((4\pi e/\Omega)\sum_in_i\mathbf a_i\) to \(\mathbf D\), and so changes the fixed-\(\mathbf D\) tensor by

\[ \Delta t_{\mu\nu}=\frac{e}{\Omega}\sum_in_i\left(\delta_{\mu\nu}\bar\varepsilon_i-E_\mu a_{i\nu}\right), \]

and the fixed-\(\mathbf E\) tensor by the second term alone. These terms are linear in the field, whereas \(\sigma^{\rm M}\) is quadratic; all vanish at \(\mathbf E=0\), where the distinction between the constraints does not affect the stress.

Rotation invariance by itself does not single out \(\bar\varepsilon\) and \(d\). The scalar \(\tilde e_j=\Omega\,\mathbf b_j\cdot\mathbf E\) also turns with the crystal. With \(\mathbf E=\Omega^{-1}\sum_j\tilde e_j\mathbf a_j\) one has \(\bar\varepsilon_i=\Omega^{-1}\sum_jg_{ij}\tilde e_j\), so at fixed \(\tilde e\) the derivative is \(\partial\bar\varepsilon_i/\partial\eta_{\mu\nu}=a_{i\mu}E_\nu+a_{i\nu}E_\mu-\delta_{\mu\nu}\bar\varepsilon_i\), and the extra tensor is \(-(D_\mu E_\nu+D_\nu E_\mu-\delta_{\mu\nu}\mathbf E\cdot\mathbf D)/4\pi\). It is symmetric, yet it still contains \(\mathbf D\). Independence of the branch is the sharper demand. Any rule \(\bar\varepsilon(\eta)\) that prescribes the field adds \(-\sum_id_i\,\partial\bar\varepsilon_i/\partial\eta\) to the derivative of \(F\); a change of branch alters this by \(-e\sum_in_i\,\partial\bar\varepsilon_i/\partial\eta\), which vanishes for all integers \(n_i\) only if each \(\partial\bar\varepsilon_i/\partial\eta\) is zero. For \(U\), consider the rules \(d(\eta)=M(\eta)\,d(0)\) with a matrix \(M\) built from the geometry, which include all ways of fixing lattice components of \(\mathbf D\) with any power of \(\Omega\). They add \(\bar\varepsilon^{T}M'd\), with \(M'=\partial M/\partial\eta\), whose branch change \(e\,\bar\varepsilon^{T}M'n\) vanishes for all \(\bar\varepsilon\) and \(n\) only if \(M'=0\). The asymmetry between the two variables, \(\mathbf a_i\) for the field and \(\Omega\mathbf b_i\) for the displacement, is that between a line integral and a flux.

In a variable-cell relaxation the lattice vectors are the variables. Inverting \(\delta a_{i\mu}=\eta_{\mu\nu}a_{i\nu}\) with \(\sum_ia_{i\nu}b_{i\rho}=\delta_{\nu\rho}\) gives \(\eta_{\mu\rho}=\sum_i\delta a_{i\mu}b_{i\rho}\), so the gradient is \(\partial U/\partial a_{i\mu}|_d=\partial F/\partial a_{i\mu}|_{\bar\varepsilon}=\Omega\,\sigma_{\mu\nu}b_{i\nu}\). Equilibrium under an external pressure \(\Pi\), which adds \(\Pi\Omega\) to either potential, is \(\mathbf f_\kappa=0\) and \(\sigma_{\mu\nu}=-\Pi\,\delta_{\mu\nu}\). For \(\sigma\) to be the gradient of the energy that is monitored along the way, the Cartesian field must be rebuilt after each cell step, as \(\mathbf E=\sum_i\bar\varepsilon_i\mathbf b_i\) or \(\mathbf D=(4\pi/\Omega)\sum_id_i\mathbf a_i\) with the new vectors, and \(p\) must be followed continuously on one branch.

The curvatures differ between the ensembles. Here \(F(\bar\varepsilon,\lambda)\) and \(U(d,\lambda)\) are the stationary values, with the electrons relaxed and the other structural coordinates clamped. Equality of the mixed derivatives of \(F\), using \(\partial F/\partial\eta_{\mu\nu}=\Omega\sigma_{\mu\nu}\), \(\partial F/\partial R_{\kappa\mu}=-f_{\kappa\mu}\) and \(\partial F/\partial\bar\varepsilon_i=-d_i\), gives

\[ \frac{\partial(\Omega\sigma_{\mu\nu})}{\partial\bar\varepsilon_i}=-\frac{\partial d_i}{\partial\eta_{\mu\nu}}\Big|_{\bar\varepsilon},\qquad \frac{\partial f_{\kappa\nu}}{\partial\bar\varepsilon_i}=\frac{\partial d_i}{\partial R_{\kappa\nu}}\Big|_{\bar\varepsilon}=e\,b_{i\mu}Z^*_{\kappa,\mu\nu}. \]

The first is the piezoelectric relation in branch-independent form. In the second, the Born charge is defined by \(eZ^*_{\kappa,\mu\nu}=\Omega\,\partial P_\mu/\partial R_{\kappa\nu}\) at fixed field, and \(d-p\) is constant at fixed cell and field; multiplying by \(a_{i\mu}\) and summing shows that the total force responds to the field with \(eZ^*\), although the explicit term has the bare charge. Define the capacitance matrix \(C_{ij}=\partial d_i/\partial\bar\varepsilon_j=-\partial^2F/\partial\bar\varepsilon_i\partial\bar\varepsilon_j\), which is symmetric. With the differential dielectric tensor \(\delta\mathbf D=\epsilon\,\delta\mathbf E\) and \(\delta\mathbf E=\sum_j\delta\bar\varepsilon_j\mathbf b_j\) it is \(C_{ij}=(\Omega/4\pi)\,\mathbf b_i\cdot\epsilon\,\mathbf b_j\), and the completeness relation verifies the inverse \(C^{-1}_{ij}=(4\pi/\Omega)\,\mathbf a_i\cdot\epsilon^{-1}\mathbf a_j\). Write \(d_\lambda\) for the vector \(\partial d/\partial\lambda\) at fixed \(\bar\varepsilon\). Holding \(d\) fixed requires \(C\,d\bar\varepsilon/d\lambda+d_\lambda=0\). Differentiating \(U_\lambda=F_\lambda(\bar\varepsilon(\lambda),\lambda)\) once more, with \(\partial F_\lambda/\partial\bar\varepsilon=-d_\lambda\),

one obtains the difference between the curvatures at fixed \(d\) and at fixed \(\bar\varepsilon\), which remains to be written out and tested, with the other results, on a model crystal. Established so far are the force and stress common to both ensembles, the extra terms that appear when a Cartesian field vector is held fixed, and the mixed-derivative relations.
